# Symmetrizing the PAW Occupancy Matrix from Irreducible k-Points: test program

```python
"""
Symmetrization of the PAW occupancy matrix from irreducible k-points.

Result under test:
  rho^b = (1/N_G) sum_g D(S) Re[ rho_irr^{g^-1 b} ] D(S)^T
rho^a_ij = sum_nk w_k f_nk <psi_nk|p_i^a><p_j^a|psi_nk>  (a: atom)
g = {S|tau} : space-group operation r -> S r + tau, N_G of them
D(S)        : rotation matrix of real harmonics,
              Y_lm(S^-1 r) = sum_m' D_m'm(S) Y_lm'(r)
rho_irr     : the same sum over irreducible k-points with star weights
Time reversal (k -> -k) is the origin of the real part.
The reference is the direct sum over the full k mesh of a plane-wave
model with PAW-type nonlocal potential and overlap. Hartree atomic units.
"""
import itertools
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq
from scipy.special import expit, gamma

# ---------------- model parameters ----------------
a_len, c_len, u = 8.0, 9.0, 0.22      # cell lengths (bohr), helix parameter
cutoff = 3.0                          # plane-wave cutoff (hartree)
v_depth, v_width = 1.5, 1.2           # Gaussian well (hartree, bohr)
p_width = 1.0                         # projector width (bohr)
d_s, d_p = 0.2, -0.3                  # nonlocal strengths (hartree)
q_s, q_p = 0.2, -0.2                  # overlap strengths
n_elec, kT = 12.0, 0.02               # electrons per cell, smearing (hartree)
mesh = 4                              # mesh x mesh x mesh k-points

A = np.array([[a_len, -a_len / 2, 0],
              [0, a_len * np.sqrt(3) / 2, 0],
              [0, 0, c_len]])         # columns are lattice vectors
B = 2 * np.pi * np.linalg.inv(A).T    # columns are reciprocal vectors
volume = np.linalg.det(A)
frac = np.array([[u, 0, 1 / 3], [0, u, 2 / 3], [-u, -u, 0]])
atoms = frac @ A.T
n_at = len(atoms)


# ---------------- real harmonics and their rotation ----------------
def solid_harmonics(l, r):
    """r^l Y_lm for m = -l..l; r has shape (N, 3)."""
    x, y, z = r.T
    if l == 0:
        return np.full((1, len(r)), np.sqrt(1 / (4 * np.pi)))
    if l == 1:
        return np.sqrt(3 / (4 * np.pi)) * np.array([y, z, x])
    k = np.sqrt(15 / (4 * np.pi))
    return k * np.array([x * y, y * z,
                         (2 * z**2 - x**2 - y**2) / (2 * np.sqrt(3)),
                         x * z, (x**2 - y**2) / 2])


ct, wt = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
st = np.sqrt(1 - ct**2)
sphere = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                   np.outer(ct, np.ones(16))], axis=-1).reshape(-1, 3)
sphere_w = np.repeat(wt, 16) * 2 * np.pi / 16


def D_quadrature(l, S):
    """Rotation matrix from its definition as an angular integral."""
    rotated = solid_harmonics(l, sphere @ S)      # Y(S^-1 r)
    return (solid_harmonics(l, sphere) * sphere_w) @ rotated.T


def D_p(S):
    """Closed form for l = 1 in the order m = -1, 0, 1, i.e. y, z, x."""
    return S[np.ix_([1, 2, 0], [1, 2, 0])]


# ---------------- symmetry operations found by search ----------------
metric = A.T @ A
W_all = np.array(list(itertools.product((-1, 0, 1), repeat=9)))
W_all = W_all.reshape(-1, 3, 3)
same = np.abs(np.transpose(W_all, (0, 2, 1)) @ metric @ W_all - metric)
lattice_ops = W_all[same.max(axis=(1, 2)) < 1e-8]

ops = []
for W in lattice_ops:
    for b in range(n_at):
        w = frac[b] - W @ frac[0]
        w = w - np.floor(w + 1e-9)
        image = frac @ W.T + w
        diff = image[:, None] - frac[None]
        hit = (np.abs(diff - np.round(diff)) < 1e-8).all(axis=2)
        if hit.any(axis=1).all():
            perm = hit.argmax(axis=1)             # atom a -> atom perm[a]
            S = A @ W @ np.linalg.inv(A)
            ops.append(dict(
                S=S, tau=A @ w, w=w, perm=perm,
                T=np.round(image - frac[perm]) @ A.T,
                Wk=np.round(np.linalg.inv(W).T).astype(int),
                D=block_diag(np.eye(1), D_p(S))))
assert len(lattice_ops) == 24 and len(ops) == 6
assert not any(np.allclose(g["S"], -np.eye(3)) for g in ops)
assert any(np.abs(g["T"]).max() > 1 for g in ops)

# rotation matrices: closed form, orthogonality, product rule, parity
err_D = 0.0
S_lat = [A @ W @ np.linalg.inv(A) for W in lattice_ops]
for S in S_lat:
    err_D = max(err_D, np.abs(D_quadrature(1, S) - D_p(S)).max())
    for l in (0, 1, 2):
        D = D_quadrature(l, S)
        assert np.allclose(D @ D.T, np.eye(2 * l + 1), atol=1e-12)
        assert np.allclose(D_quadrature(l, -S), (-1)**l * D, atol=1e-12)
        for S2 in S_lat[::5]:
            assert np.allclose(D_quadrature(l, S @ S2),
                               D @ D_quadrature(l, S2), atol=1e-12)
assert err_D < 1e-12


# ---------------- plane-wave model ----------------
def radial_norm(l):
    return np.sqrt(2 / (p_width**(2 * l + 3) * gamma(l + 1.5)))


def projections(q):
    """<p_i^a | exp(i q r)/sqrt(volume)>, shape (atom, i, q); i = s,y,z,x."""
    gauss = np.exp(-(q**2).sum(1) * p_width**2 / 2)
    parts = [radial_norm(l) * (2 * np.pi)**1.5 * p_width**(2 * l + 3)
             * 1j**l * solid_harmonics(l, q) * gauss for l in (0, 1)]
    phase = np.exp(1j * atoms @ q.T)
    return phase[:, None] * np.vstack(parts)[None] / np.sqrt(volume)


# the projector transform against direct integration in real space
line = np.arange(-24, 25) * 0.35
grid = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)
q_test = np.array([[0.3, -0.5, 0.7]])
wave = np.exp(1j * grid @ q_test[0])
env = np.exp(-(grid**2).sum(1) / (2 * p_width**2))
direct = np.concatenate([radial_norm(l) * solid_harmonics(l, grid)
                         @ (env * wave) for l in (0, 1)]) * 0.35**3
direct = direct * np.exp(1j * atoms[0] @ q_test[0]) / np.sqrt(volume)
assert np.allclose(direct, projections(q_test)[0, :, 0], atol=1e-9)

G_int = np.array(list(itertools.product(range(-6, 7), repeat=3)))
D_nl = np.tile([d_s, d_p, d_p, d_p], n_at)
Q_nl = np.tile([q_s, q_p, q_p, q_p], n_at)


def solve(kappa):
    """Eigenvalues, q vectors, coefficients, projections at one k-point."""
    q = (np.asarray(kappa) + G_int) @ B.T
    q = q[(q**2).sum(1) / 2 < cutoff]
    dq = q[:, None] - q[None]
    structure = sum(np.exp(-1j * dq @ R) for R in atoms)
    H = (-v_depth * (2 * np.pi * v_width**2)**1.5 / volume * structure
         * np.exp(-(dq**2).sum(-1) * v_width**2 / 2))
    H = H + np.diag((q**2).sum(1) / 2)
    P = projections(q)
    flat = P.reshape(4 * n_at, -1)
    H = H + flat.conj().T @ (D_nl[:, None] * flat)
    O = np.eye(len(q)) + flat.conj().T @ (Q_nl[:, None] * flat)
    e, c = eigh(H, O)
    return e, q, c, P @ c


# ---------------- k mesh, stars and occupations ----------------
k_list = list(itertools.product(range(mesh), repeat=3))
solutions = {k: solve(np.array(k) / mesh) for k in k_list}


def irreducible(time_reversal):
    signs = (1, -1) if time_reversal else (1,)
    left, weights = set(k_list), {}
    for k in k_list:
        if k in left:
            star = {tuple(int(v) for v in (s * g["Wk"] @ np.array(k)) % mesh)
                    for g in ops for s in signs}
            assert star <= left
            left -= star
            weights[k] = len(star) / len(k_list)
    return weights


w_full = {k: 1 / len(k_list) for k in k_list}
w_irr = irreducible(True)
w_uni = irreducible(False)
assert abs(sum(w_irr.values()) - 1) < 1e-12 and len(w_irr) < len(w_uni)


def occupation(e, mu):
    return 2 * expit((mu - e) / kT)


def fermi_level(weights):
    def excess(mu):
        return sum(w * occupation(solutions[k][0], mu).sum()
                   for k, w in weights.items()) - n_elec
    return brentq(excess, -10, 5, xtol=1e-13)


mu = fermi_level(w_irr)
assert abs(mu - fermi_level(w_full)) < 1e-9


def rho_of(solution):
    e, _, _, P = solution
    return np.einsum("n,ain,ajn->aij", occupation(e, mu), P.conj(), P)


def rho_sum(weights):
    return sum(w * rho_of(solutions[k]) for k, w in weights.items())


# ---------------- tests at one general k-point ----------------
kappa = np.array([0.13, 0.21, 0.34])
sol = solve(kappa)
rho_k = rho_of(sol)
err_phase = err_star = 0.0
for g in ops:
    q_new = sol[1] @ g["S"].T
    c_new = sol[2][:, :6] * np.exp(-1j * q_new @ g["tau"])[:, None]
    P_new = projections(q_new) @ c_new            # projections of g psi
    Sk = g["S"] @ B @ kappa
    other = solve(g["Wk"] @ kappa)                # fresh diagonalization
    assert np.allclose(other[0], sol[0], atol=1e-9)
    rho_Sk = rho_of(other)
    for a in range(n_at):
        b = g["perm"][a]
        want = np.exp(-1j * Sk @ g["T"][a]) * g["D"] @ sol[3][a][:, :6]
        err_phase = max(err_phase, np.abs(P_new[b] - want).max())
        dev = rho_Sk[b] - g["D"] @ rho_k[a] @ g["D"].T
        err_star = max(err_star, np.abs(dev).max())
err_tr = np.abs(rho_of(solve(-kappa)) - rho_k.conj()).max()
assert err_phase < 1e-10 and err_star < 1e-9 and err_tr < 1e-9


# ---------------- symmetrization against the full mesh ----------------
def symmetrize(rho, real=True, permute=True, transpose=False):
    source = rho.real if real else rho
    out = np.zeros_like(source)
    for g in ops:
        D = g["D"].T if transpose else g["D"]
        for a in range(n_at):
            b = g["perm"][a]
            out[b] += D @ source[a if permute else b] @ D.T / len(ops)
    return out


rho_full = rho_sum(w_full)
rho_irr = rho_sum(w_irr)
rho_sym = symmetrize(rho_irr)


def deviation(rho):
    return np.abs(rho - rho_full).max()


err_main = deviation(rho_sym)
err_uni = deviation(symmetrize(rho_sum(w_uni), real=False))
err_raw = deviation(rho_irr)
err_perm = deviation(symmetrize(rho_irr, permute=False))
err_trans = deviation(symmetrize(rho_irr, transpose=True))
rho_noreal = symmetrize(rho_irr, real=False)
err_noreal = deviation(rho_noreal)
assert err_main < 1e-9 and err_uni < 1e-9
assert min(err_raw, err_perm, err_trans, err_noreal) > 1e-6
assert np.allclose(symmetrize(rho_sym), rho_sym, atol=1e-12)

cart = np.ix_([3, 1, 2], [3, 1, 2])               # p block in order x, y, z


def six(m):
    t = m[cart].real
    return " ".join(f"{v:9.6f}" for v in
                    (t[0, 0], t[1, 1], t[2, 2], t[0, 1], t[0, 2], t[1, 2]))


p1 = rho_full[0][cart]
assert max(abs(p1[0, 1]), abs(p1[0, 2])) < 1e-9   # twofold axis along x
assert abs(p1[1, 2]) > 1e-6
trace_irr = sum(np.trace(m[cart]).real for m in rho_irr)
trace_full = sum(np.trace(m[cart]).real for m in rho_full)
assert abs(trace_irr - trace_full) < 1e-9
zz_mean = np.mean([m[cart][2, 2].real for m in rho_irr])
assert abs(zz_mean - p1[2, 2].real) < 1e-9

# ---------------- printed numbers ----------------
print(f"cell a, c = {a_len}, {c_len} bohr; helix u = {u}")
print(f"cutoff = {cutoff} hartree; smearing kT = {kT} hartree")
print(f"well depth = {v_depth} hartree, width = {v_width} bohr")
print(f"projector width = {p_width} bohr; electrons/cell = {n_elec:.0f}")
print(f"nonlocal strengths s, p = {d_s}, {d_p} hartree")
print(f"overlap strengths s, p = {q_s}, {q_p} (dimensionless)")
print(f"operations: lattice {len(lattice_ops)}, crystal {len(ops)}")
print(f"k-points: full {len(k_list)}, irreducible {len(w_irr)}, "
      f"without time reversal {len(w_uni)}")
print(f"Fermi level = {mu:.6f} hartree")
print("operations: S by rows | tau (fractional) | images of atoms 1 2 3")
for n, g in enumerate(ops, 1):
    rows = " ".join(f"{v + 0.0:.3f}" for v in np.round(g["S"], 9).ravel())
    shift = " ".join(f"{abs(v):.3f}" for v in g["w"])
    print(f"g{n}: {rows} | {shift} | {g['perm'] + 1}")
print("p blocks, dimensionless, columns xx yy zz xy xz yz")
for a in range(n_at):
    print(f"irreducible sum, Re, atom {a + 1}: {six(rho_irr[a])}")
for a in range(n_at):
    t = rho_irr[a][cart].imag
    print(f"irreducible sum, Im xy xz yz, atom {a + 1}: "
          f"{t[0, 1]:.6f} {t[0, 2]:.6f} {t[1, 2]:.6f}")
print("terms D Re(rho) D^T of the average for atom 1")
for n, g in enumerate(ops, 1):
    a = int(np.where(g["perm"] == 0)[0][0])
    term = g["D"] @ rho_irr[a].real @ g["D"].T
    print(f"g{n} from atom {a + 1}: {six(term)}")
for a in range(n_at):
    print(f"symmetrized, atom {a + 1}: {six(rho_sym[a])}")
for a in range(n_at):
    print(f"full mesh,   atom {a + 1}: {six(rho_full[a])}")
print(f"s-px element, atom 1: irreducible {rho_irr[0][0, 3].real:.6f}, "
      f"symmetrized {rho_sym[0][0, 3]:.6f}, full {rho_full[0][0, 3].real:.6f}")
print(f"p trace over atoms: irreducible {trace_irr:.6f}, full {trace_full:.6f}")
print(f"Im yz of atom 1 if real part omitted: "
      f"{rho_noreal[0][cart][1, 2].imag:.6f}")
print("largest deviations (dimensionless)")
print(f"D for l=1, closed form vs quadrature: {err_D:.1e}")
print(f"projections of g psi: {err_phase:.1e}")
print(f"rho(Sk) rule: {err_star:.1e}; rho(-k) rule: {err_tr:.1e}")
print(f"symmetrized vs full mesh: {err_main:.1e}")
print(f"same, no time reversal in reduction: {err_uni:.1e}")
print(f"no symmetrization: {err_raw:.6f}")
print(f"atom permutation omitted: {err_perm:.6f}")
print(f"D replaced by its transpose: {err_trans:.6f}")
print(f"real part omitted: {err_noreal:.6f}")
print("all tests passed")
```

Output:

```
cell a, c = 8.0, 9.0 bohr; helix u = 0.22
cutoff = 3.0 hartree; smearing kT = 0.02 hartree
well depth = 1.5 hartree, width = 1.2 bohr
projector width = 1.0 bohr; electrons/cell = 12
nonlocal strengths s, p = 0.2, -0.3 hartree
overlap strengths s, p = 0.2, -0.2 (dimensionless)
operations: lattice 24, crystal 6
k-points: full 64, irreducible 13, without time reversal 16
Fermi level = -0.060089 hartree
operations: S by rows | tau (fractional) | images of atoms 1 2 3
g1: -0.500 -0.866 0.000 -0.866 0.500 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.333 | [3 2 1]
g2: -0.500 0.866 0.000 -0.866 -0.500 0.000 0.000 0.000 1.000 | 0.000 0.000 0.667 | [3 1 2]
g3: -0.500 -0.866 0.000 0.866 -0.500 0.000 0.000 0.000 1.000 | 0.000 0.000 0.333 | [2 3 1]
g4: -0.500 0.866 0.000 0.866 0.500 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.000 | [2 1 3]
g5: 1.000 0.000 0.000 0.000 -1.000 0.000 0.000 0.000 -1.000 | 0.000 0.000 0.667 | [1 3 2]
g6: 1.000 0.000 0.000 0.000 1.000 0.000 0.000 0.000 1.000 | 0.000 0.000 0.000 | [1 2 3]
p blocks, dimensionless, columns xx yy zz xy xz yz
irreducible sum, Re, atom 1:  0.938860  0.624383  0.905337 -0.007638  0.008724  0.191761
irreducible sum, Re, atom 2:  0.687193  0.810234  0.895095 -0.130816 -0.194435 -0.073833
irreducible sum, Re, atom 3:  0.674403  0.798225  0.885517  0.143074  0.204511 -0.093331
irreducible sum, Im xy xz yz, atom 1: 0.020755 -0.034098 0.001692
irreducible sum, Im xy xz yz, atom 2: -0.006777 0.014571 -0.017608
irreducible sum, Im xy xz yz, atom 3: -0.003699 0.024122 0.016328
terms D Re(rho) D^T of the average for atom 1
g1 from atom 3:  0.891175  0.581452  0.885517  0.017920  0.021429  0.223777
g2 from atom 2:  0.892763  0.604663  0.895095  0.012130  0.033276  0.205302
g3 from atom 3:  0.891175  0.581452  0.885517 -0.017920 -0.021429  0.223777
g4 from atom 2:  0.892763  0.604663  0.895095 -0.012130 -0.033276  0.205302
g5 from atom 1:  0.938860  0.624383  0.905337  0.007638 -0.008724  0.191761
g6 from atom 1:  0.938860  0.624383  0.905337 -0.007638  0.008724  0.191761
symmetrized, atom 1:  0.907600  0.603500  0.895316  0.000000  0.000000  0.206947
symmetrized, atom 2:  0.679525  0.831575  0.895316 -0.131679 -0.179221 -0.103473
symmetrized, atom 3:  0.679525  0.831575  0.895316  0.131679  0.179221 -0.103473
full mesh,   atom 1:  0.907600  0.603500  0.895316  0.000000 -0.000000  0.206947
full mesh,   atom 2:  0.679525  0.831575  0.895316 -0.131679 -0.179221 -0.103473
full mesh,   atom 3:  0.679525  0.831575  0.895316  0.131679  0.179221 -0.103473
s-px element, atom 1: irreducible 0.043573, symmetrized 0.000595, full 0.000595
p trace over atoms: irreducible 7.219247, full 7.219247
Im yz of atom 1 if real part omitted: 0.003534
largest deviations (dimensionless)
D for l=1, closed form vs quadrature: 1.3e-15
projections of g psi: 6.8e-16
rho(Sk) rule: 7.0e-15; rho(-k) rule: 7.0e-15
symmetrized vs full mesh: 6.9e-16
same, no time reversal in reduction: 6.7e-16
no symmetrization: 0.048339
atom permutation omitted: 0.206947
D replaced by its transpose: 0.115166
real part omitted: 0.003534
all tests passed
```
